# Giant dipole states of hydrogen in crossed electric and magnetic fields

**Problem.** A hydrogen atom moves in uniform static fields \(\mathbf B=B\hat{\mathbf z}\) and \(\mathbf E\perp\mathbf B\). The proton mass is finite; spin, relativity and radiative decay are left out.

(a) Find the conserved pseudomomentum \(\mathbf K\) and, at fixed \(\mathbf K\), a potential for the relative motion that does not depend on the gauge.
(b) For which \(\mathbf K\) does this potential have a minimum away from the nucleus, and where?
(c) Find the frequencies, size and dipole moment of the lowest state in that well, and estimate how quantum motion moves the threshold.
(d) Evaluate the results for \(B=2\times10^{-5}\) a.u. and effective pseudomomentum \(K'=1\) a.u.

**Solution.** Atomic units are used. The electron has mass 1 and charge \(-1\), the proton mass \(m_p\) and charge \(+1\); \(M=1+m_p\), \(\mu=m_p/M\), \(\gamma=(m_p-1)/M\), \(\mathbf r=\mathbf r_e-\mathbf r_p\), and \(\mathbf R\) is the centre of mass.

## (a) The potential

With kinetic momenta \(\boldsymbol\pi_a=\mathbf p_a-q_a\mathbf A(\mathbf r_a)\) and any \(\mathbf A\) whose curl is \(\mathbf B\),
\[H=\frac{\pi_e^2}{2}+\frac{\pi_p^2}{2m_p}+\mathbf E\cdot\mathbf r-\frac1r ,\]
since the field energies \(-q_a\mathbf E\cdot\mathbf r_a\) add to \(\mathbf E\cdot(\mathbf r_e-\mathbf r_p)\). For one particle \([\pi_i,\pi_j]=iq(\partial_iA_j-\partial_jA_i)=iq\,\epsilon_{ijk}B_k\), and \([\pi_i,(\mathbf B\times\mathbf r)_j]=\epsilon_{jlm}B_l(-i\delta_{im})=-i\epsilon_{ijl}B_l\). The vector \(\mathbf k=\boldsymbol\pi+q\,\mathbf B\times\mathbf r\) therefore obeys
\[[\pi_i,k_j]=0,\qquad [k_i,k_j]=q[(\mathbf B\times\mathbf r)_i,\pi_j]=-iq\,\epsilon_{ijl}B_l .\]
The sum over both particles is
\[\mathbf K=\boldsymbol\pi_e+\boldsymbol\pi_p-\mathbf B\times\mathbf r=M\dot{\mathbf R}-\mathbf B\times\mathbf r .\]
It commutes with both kinetic energies, and with any \(f(\mathbf r)\) because \((\nabla_e+\nabla_p)f(\mathbf r_e-\mathbf r_p)=0\), so \([\mathbf K,H]=0\). Its components commute with each other because the charges add to zero. For an ion this last step fails, and so does the construction below.

Define the relative kinetic momentum \(\boldsymbol\pi=\mu\dot{\mathbf r}=\mu(\boldsymbol\pi_e-\boldsymbol\pi_p/m_p)\). It commutes with \(\mathbf K\), and
\[[r_i,\pi_j]=i\mu\Big(1+\frac1{m_p}\Big)\delta_{ij}=i\delta_{ij},\qquad [\pi_x,\pi_y]=iB\mu^2\Big(\frac1{m_p^2}-1\Big)=-i\gamma B,\]
where \(\mu^2(m_p^2-1)/m_p^2=(m_p-1)(m_p+1)/M^2=\gamma\). The relative motion is that of a particle of mass \(\mu\) and charge \(-\gamma\). Inserting \(\dot{\mathbf r}_e=\dot{\mathbf R}+(m_p/M)\dot{\mathbf r}\) and \(\dot{\mathbf r}_p=\dot{\mathbf R}-\dot{\mathbf r}/M\) into the kinetic energy, the cross terms carry the factor \(m_p/M-m_p/M=0\), which leaves \(M\dot{\mathbf R}^2/2+\pi^2/2\mu\). On an eigenspace of \(\mathbf K\) the operator \(M\dot{\mathbf R}=\mathbf K+\mathbf B\times\mathbf r\) is a function of \(\mathbf r\), hence
\[H=\frac{\pi^2}{2\mu}+V(\mathbf r),\qquad V=\frac{(\mathbf K+\mathbf B\times\mathbf r)^2}{2M}+\mathbf E\cdot\mathbf r-\frac1r .\tag{1}\]
No vector potential appears in \(V\), and \(\pi^2/2\mu=\mu\dot{\mathbf r}^2/2\) is fixed by commutators that contain \(\mathbf B\) alone. The new term in \(V\) is the kinetic energy of the centre of mass, which the conservation law ties to the separation.

For an explicit form take \(\mathbf A=\mathbf B\times\mathbf r/2+\nabla\chi\) and
\[\psi=e^{\,i[\mathbf K\cdot\mathbf R+\frac12(\mathbf B\times\mathbf r)\cdot\mathbf R-\chi(\mathbf r_e)+\chi(\mathbf r_p)]}\,\varphi(\mathbf r).\]
The \(\chi\) phases cancel \(\nabla\chi\). Then \(\hat{\mathbf K}=-i\nabla_R-\frac12\mathbf B\times\mathbf r\), and \(-i\nabla_R\) brings down \(\mathbf K+\frac12\mathbf B\times\mathbf r\), so \(\psi\) has eigenvalue \(\mathbf K\). Further, \(\boldsymbol\pi=-i\nabla_r+\frac12\mathbf B\times(m_p\mathbf r_e+\mathbf r_p)/M=-i\nabla_r+\frac12\mathbf B\times\mathbf R+\frac\gamma2\mathbf B\times\mathbf r\). The phase, written as \(\frac12\mathbf r\cdot(\mathbf R\times\mathbf B)\), contributes \(-\frac12\mathbf B\times\mathbf R\), so on \(\varphi\) one has \(\boldsymbol\pi=\mathbf p+\frac\gamma2\mathbf B\times\mathbf r\). Squaring produces \(\gamma^2B^2(x^2+y^2)/8\mu\). This term is part of the kinetic energy: the phase \(e^{-i\gamma(\mathbf B\times\mathbf r_0)\cdot\mathbf r/2}\) turns it into the same parabola centred on an arbitrary \(\mathbf r_0\), so it cannot locate a well. The commutators and this reduction were checked numerically in a gauge with nonlinear \(\chi\), and along a two-body Newton trajectory with model masses both \(\mathbf K\) and \(\mu\dot{\mathbf r}^2/2+V\) stayed constant.

## (b) The outer well

Let \(\mathbf v_d=\mathbf E\times\mathbf B/B^2\) and \(\mathbf K=\mathbf K'+M\mathbf v_d\). Because \(\mathbf E\perp\mathbf B\), \(\mathbf v_d\times\mathbf B=-\mathbf E\), so \(\mathbf v_d\cdot(\mathbf B\times\mathbf r)=\mathbf r\cdot(\mathbf v_d\times\mathbf B)=-\mathbf E\cdot\mathbf r\). Expanding the square in (1), this cross term cancels the electric term:
\[V=\frac{(\mathbf K'+\mathbf B\times\mathbf r)^2}{2M}-\frac1r+\mathbf K\cdot\mathbf v_d-\tfrac12Mv_d^2 .\]
A component \(E_z\) would survive as \(E_zz\), unbounded below. A weak one turns the states found here into resonances. A stronger one removes the well. At transverse separation \(s\) the restoring force \(z/r^3\) is at most \(2/(3\sqrt3\,s^2)\), and \(s\) grows from the value \(s_0\) found below, because stretching along \(z\) weakens the transverse pull. The well is therefore lost before \(|E_z|\) reaches \(2/(3\sqrt3\,s_0^2)\), which is about 86 V/m in example (d). Choose the transverse part of \(\mathbf K'\) as \(K'\hat{\mathbf y}\) with \(K'>0\), use \(\mathbf B\times\mathbf r=B(-y,x,0)\), and drop the constants, \(K_z^2/2M\) among them:
\[V=\frac{(K'+Bx)^2+B^2y^2}{2M}-\frac1r .\tag{2}\]
The linear term \((K'B/M)\,x\) is that of an effective field \(\mathbf E+\mathbf K\times\mathbf B/M\) along \(+x\).

The conditions \(\partial_zV=z/r^3=0\) and \(\partial_yV=y(B^2/M+1/r^3)=0\) force \(y=z=0\). For \(x>0\) the slope \(B(K'+Bx)/M+1/x^2\) is positive, so stationary points lie at \(x=-s\), \(s>0\), where \(B(K'-Bs)/M=1/s^2\), or
\[f(s)=B^2s^3-BK's^2+M=0 .\tag{3}\]
Since \(f(0)=M>0\) and \(f\to+\infty\), positive roots exist if and only if \(f\le0\) at its minimum \(s=2K'/3B\), where \(f=(8/27-4/9)K'^3/B+M=M-4K'^3/27B\). Two distinct roots require
\[K'>K_c=3\Big(\frac{BM}{4}\Big)^{1/3},\qquad s_c=\frac{2K_c}{3B}=\Big(\frac{2M}{B^2}\Big)^{1/3}.\tag{4}\]
For \(\mathbf K=0\) and \(\mathbf E=E\hat{\mathbf x}\), \(\mathbf K'=-M\mathbf v_d=(ME/B)\hat{\mathbf y}\), so the threshold field is \(E_c=K_cB/M\). For \(M\to\infty\) at fixed effective field, \(E_c\propto M^{-2/3}\to0\) and \(s_c\to\infty\): the well rests on the finite proton mass.

Put \(\kappa=K'/K_c\) and \(s=(K'/3B)(1+t)\). Then \((1+t)^3-3(1+t)^2=t^3-3t-2\), and (3) becomes \(t^3-3t=2-27BM/K'^3=2-4\kappa^{-3}\). With \(t=2\cos\phi\) the left side is \(2\cos3\phi\), so with \(\cos\theta=1-2\kappa^{-3}\), \(0<\theta<\pi\),
\[s_0=\frac{K'}{3B}\Big[1+2\cos\frac\theta3\Big],\qquad s_s=\frac{K'}{3B}\Big[1+2\cos\frac{2\pi-\theta}3\Big].\tag{5}\]
The third root has \(t<-1\), hence \(s<0\), and is discarded. On the axis the Hessian of \(-1/r\) is \(-2/s^3\) radially and \(+1/s^3\) transversely, so
\[V_{xx}=\frac{B^2}M-\frac2{s^3},\qquad V_{yy}=\frac{B^2}M+\frac1{s^3},\qquad V_{zz}=\frac1{s^3}.\]
From (3), \(f'(s)=3B^2s^2-2BK's\) with \(BK'=B^2s+M/s^2\) gives \(f'=Ms^2V_{xx}\). As \(f\) rises through \(s_0\) and falls through \(s_s\), the outer root is a minimum and the inner one a saddle. Also \(2K'/3B<s_0<K'/B\), from \(1<t<2\).

For \(\kappa\gg1\), write (3) as \(s=K'/B-M/(B^2s^2)\) and iterate: \(s=K'/B\) on the right gives \(-M/K'^2\), and \(s^{-2}\approx(B/K')^2(1+2BM/K'^3)\) adds \(-2BM^2/K'^5\). The expansion parameter is \(BM/K'^3=4/(27\kappa^3)\). For the saddle, \(s^2=M/[BK'(1-Bs/K')]\approx M/BK'\).

For \(\kappa=1+\varepsilon\), let \(U(s)=(K'-Bs)^2/2M-1/s\) and \(u=s-s_c\). At threshold \(U'=U''=0\) and \(U'''=6/s_c^4\); also \(BK_c/M=\frac32B^2s_c/M=3/s_c^2\). To leading order \(U'=-3\varepsilon/s_c^2+3u^2/s_c^4\), with zeros \(u=\pm s_c\sqrt\varepsilon\), and minus its integral between them is the barrier \(6\varepsilon^{3/2}/s_c-2\varepsilon^{3/2}/s_c=4\varepsilon^{3/2}/s_c\).

At a stationary point \(K'-Bs=M/(Bs^2)\), which has two consequences. The energy is \(V=M/(2B^2s^4)-1/s\). And \(\dot{\mathbf R}-\mathbf v_d=(K'-Bs_0)\hat{\mathbf y}/M=\hat{\mathbf y}/(Bs_0^2)\): both particles drift side by side in their mutual field \(1/s_0^2\) crossed with \(\mathbf B\). The well is open along \(z\), since \(V(-K'/B,0,z)\to0\) as \(|z|\to\infty\). The saddle reaches this level when \(s_s^3=M/2B^2\); then (3) gives \(BK's_s^2=3M/2\), and cubing gives \(K'^3=27BM/2=2K_c^3\). For \(\kappa>2^{1/3}\) the lowest classical exit is ionisation along \(\mathbf B\), not the pass to the nucleus.

| \(\kappa\) | well \(s_0\) | saddle \(s_s\) | saddle energy |
|---|---|---|---|
| \(<1\) | none | none | none |
| \(1\) | \(s_c\) | \(s_c\) | \(-3/(4s_c)\) |
| \(1+\varepsilon\) | \(s_c(1+\sqrt\varepsilon)\) | \(s_c(1-\sqrt\varepsilon)\) | \(4\varepsilon^{3/2}/s_c\) above the well |
| \(2^{1/3}\) | \((1+\sqrt3)\,s_s\) | \(2^{-2/3}s_c\) | \(0\) |
| \(\gg1\) | \(K'/B-M/K'^2\) | \((M/BK')^{1/2}\) | \(\approx K'^2/2M\) |

The second row uses \(M/2B^2=s_c^3/4\), the fourth \(\theta=\pi/2\) and \(K'/3B=\kappa s_c/2\) in (5), and the last \(s_s^4\approx M^2/(BK')^2\). The threshold, the roots, both limits of the roots, the barrier and the value \(2^{1/3}\) were tested against roots found numerically from (2).

## (c) States in the well

Let \(\xi=x+s_0\), \(\omega_i^2=V_{ii}/\mu\) and \(\omega_c=\gamma B/\mu\). From \(i[\pi_y^2/2\mu,\pi_x]=(i/\mu)\pi_y(i\gamma B)=-\gamma B\dot y\), and likewise \(+\gamma B\dot\xi\) for \(\pi_y\), the harmonic equations are
\[\ddot\xi=-\omega_x^2\xi-\omega_c\dot y,\qquad \ddot y=-\omega_y^2y+\omega_c\dot\xi,\qquad \ddot z=-\omega_z^2z .\]
With time dependence \(e^{-i\omega t}\) the determinant is \((\omega_x^2-\omega^2)(\omega_y^2-\omega^2)-\omega^2\omega_c^2=0\), so its roots obey
\[\omega_+^2+\omega_-^2=\omega_x^2+\omega_y^2+\omega_c^2,\qquad \omega_+^2\omega_-^2=\omega_x^2\omega_y^2 .\]
At the saddle the product is negative, so one \(\omega^2\) is negative and the magnetic field does not stabilise it. In the well \(\Omega=\omega_++\omega_-=[(\omega_x+\omega_y)^2+\omega_c^2]^{1/2}\), and the positive quadratic Hamiltonian is a sum of three oscillators with ground energy \(E_0=(\Omega+\omega_z)/2\) above the bottom.

Without the Coulomb force, \(\omega_x^2=\omega_y^2=B^2/M\mu=B^2/m_p\) and \(\omega_c=(m_p-1)B/m_p\), so \(\Omega^2=B^2[4m_p+(m_p-1)^2]/m_p^2=(B/\mu)^2\). Sum \(B+B/m_p\) and product \(B^2/m_p\) give \(\omega_+=B\), \(\omega_-=B/m_p\), the two cyclotron frequencies. The ionisation threshold, with both particles in their lowest Landau levels, is \(B/2\mu\).

The Hellmann-Feynman theorem for the parameter \(\omega_x^2\) reads \(\frac12\mu\langle\xi^2\rangle=\partial E_0/\partial\omega_x^2=(1/2\omega_x)(\omega_x+\omega_y)/2\Omega\). Thus
\[\langle\xi^2\rangle=\frac{\omega_x+\omega_y}{2\mu\omega_x\Omega},\quad\langle y^2\rangle=\frac{\omega_x+\omega_y}{2\mu\omega_y\Omega},\quad\langle z^2\rangle=\frac1{2\mu\omega_z}=\frac{s_0^{3/2}}{2\sqrt\mu}.\tag{6}\]
For \(s_0\gg s_c\) the transverse variances tend to \(1/\mu\Omega=1/B\). The state is a needle along \(\mathbf B\) of rms half-length \((s_0^3/4\mu)^{1/4}\). The harmonic treatment needs \(\langle z^2\rangle/s_0^2=1/(2\sqrt{\mu s_0})\ll1\), and it fails near threshold, where \(\omega_x\to0\) and \(\langle\xi^2\rangle\) diverges.

The dipole moment is \(\mathbf d=\langle\mathbf r_p-\mathbf r_e\rangle\), so \(d=-\langle x\rangle\approx s_0\), along the effective field. At fixed \(\mathbf K\), (1) gives \(\partial V/\partial E=x\), so classically \(d=-\partial V_{\min}/\partial E\); differentiating \(\partial_xV=0\) gives \(V_{xx}\,dx+dE=0\), a polarizability \(1/V_{xx}\). For the first correction, a bound stationary state has \(\langle\dot\pi_x\rangle=\langle\dot y\rangle=0\), hence \(\langle\partial_xV\rangle=0\). The Coulomb part of the slope is \(x/r^3\); expanding \(-1/(s_0-\xi)^2\) on the axis and \(-s_0(s_0^2+y^2+z^2)^{-3/2}\) across it,
\[\frac{x}{r^3}=-\frac1{s_0^2}-\frac{2\xi}{s_0^3}-\frac{3\xi^2}{s_0^4}+\frac{3(y^2+z^2)}{2s_0^4}+\dots\]
The constant cancels by (3) and the linear terms combine to \(V_{xx}\xi\), so to second order in the widths
\[d=s_0+\delta,\qquad \delta=\frac{3\,(\langle z^2\rangle+\langle y^2\rangle-2\langle\xi^2\rangle)}{2s_0^4V_{xx}} .\tag{7}\]
Spreading along \(z\) weakens the mean pull along \(x\), and the pair separates a little further.

Along \(z\), \(-(s_0^2+z^2)^{-1/2}=-1/s_0+z^2/2s_0^3-3z^4/8s_0^5+\dots\) With \(\langle z^4\rangle_n=3(2n^2+2n+1)/(4\mu^2\omega_z^2)\) and \(\mu^2\omega_z^2=\mu/s_0^3\), the first-order shift is \(-9(2n^2+2n+1)/(32\mu s_0^2)\): the ground level drops by \(9/(32\mu s_0^2)\) and the first spacing by \(9/(8\mu s_0^2)\).

Two quantum effects dominate the shift of the threshold (4). Near it \(\omega_-\to0\), so the \(z\) motion is fast by comparison and \(-1/s\) is replaced by the adiabatic energy \(W=-1/s+1/(2\sqrt\mu\,s^{3/2})\). Stationarity reads \(K'=Bs+(M/B)W'(s)\), with \(W'=1/s^2-3/(4\sqrt\mu\,s^{5/2})\). The threshold is the minimum over \(s\), and to first order the correction is evaluated at \(s_c\). Dividing by \(K_c=3M/(Bs_c^2)\),
\[\frac{\Delta K_c}{K_c}=-\frac1{4\sqrt{\mu s_c}} .\]
The cyclotron zero-point energy also depends on \(s\): \(\omega_+^2\approx\omega_c^2+(V_{xx}+V_{yy})/\mu\) gives \(\omega_+/2\approx\text{const}-1/(4\gamma Bs^3)\) and, by the same steps, a shift \(+1/(4\gamma Bs_c^2)\). With \(Bs_c^{3/2}=\sqrt{2M}\) this is smaller than the \(z\) shift by \(\sqrt\mu/(\gamma\sqrt{2M})\approx1/60\) to leading order, a ratio that does not depend on \(B\), and it is dropped. Second, the well must hold a level of the slow mode. Here \(V_{xx}=U'''u=6\sqrt\varepsilon/s_c^3\), \(V_{yy}=3/s_c^3\) and \(\omega_+\approx\omega_c\) up to relative order \(1/m_p\), so \(\omega_-\approx\sqrt{18}\,\varepsilon^{1/4}/(\gamma Bs_c^3)\). Asking that the barrier exceed \(\omega_-/2\) gives \(\varepsilon^{5/4}\gtrsim3/(4\sqrt2\,\gamma Bs_c^2)\). This criterion is an order-of-magnitude estimate; the barrier and \(\omega_-\) were tested, the criterion was not. Tunnelling to the Coulomb well is neglected throughout, which is least safe in this near-threshold range.

## (d) Numbers

With \(M=1837.15\) and \(B=2\times10^{-5}\) (4.70 T), \(BM/4=9.1858\times10^{-3}\), whose cube root is 0.20943, so \(K_c=0.6283\), \(s_c=2K_c/3B=20943\) bohr and \(E_c=K_cB/M=6.840\times10^{-9}\) a.u. (3517 V/m). The value \(K'=1\) corresponds to \(\mathbf K=0\) in a field \(E=1.0886\times10^{-8}\) a.u., or to \(E=0\) and a compact atom moving across \(\mathbf B\) at \(K'/M=1191\) m/s, against 748 m/s at threshold.

Then \(\kappa=1.5916\), \(\cos\theta=1-2(0.24802)=0.50397\), \(\theta=1.04261\), and with \(K'/3B=16666.7\) bohr
\[s_0=16666.7\,(1+2\times0.940215)=48007\ \text{bohr}\ (2.54\ \mu\text{m}),\]
\[s_s=16666.7\,(1-2\times0.17515)=10828\ \text{bohr}.\]
The large-\(\kappa\) series gives 50000, 48163 and 48028 bohr in successive orders, the last 0.04% above \(s_0\). The saddle estimate, 9584 bohr, is 11% below \(s_s\), because the neglected \(Bs_s/K'=0.22\) is not small. The bottom lies at \(4.32\times10^{-7}-2.0830\times10^{-5}=-2.0398\times10^{-5}\,E_h\) and the saddle at \(+7.469\times10^{-5}\,E_h\), positive as required for \(\kappa>1.260\). At the classical minimum the common drift relative to \(\mathbf v_d\) is 47.5 m/s. This is the laboratory velocity when \(E=0\); for \(\mathbf K=0\), where \(\mathbf v_d=-1191\,\hat{\mathbf y}\) m/s, the pair moves at \(-1143\,\hat{\mathbf y}\) m/s. In the quantum ground state the mean drift is \((K'-Bd)/M\), with the dipole \(d=48014.5\) found below, which lowers it to 47.3 m/s.

From \(B^2/M=2.17728\times10^{-13}\) and \(1/s_0^3=9.0382\times10^{-15}\) follow \(V_{xx}=1.99652\times10^{-13}\) and \(V_{yy}=2.26766\times10^{-13}\) a.u. The table compares the harmonic results with a diagonalization of (1) with the unexpanded potential (2) in an oscillator basis centred on the well. Two basis sizes agree to a relative \(10^{-4}\). This reference shares the omissions of the model and, being local, contains no Coulomb-well states.

| quantity | harmonic | diagonalization |
|---|---|---|
| \(\omega_+\) (\(10^{-5}E_h\)) | 1.99998 | 1.99998 |
| \(\omega_-\) (\(10^{-8}E_h\)) | 1.0645 | 1.0646 |
| \(\omega_z\) (\(10^{-8}E_h\)) | 9.510 | 9.457 |
| rms \(x\) (bohr) | 227.25 | 227.24 |
| rms \(y\) (bohr) | 220.13 | 220.15 |
| rms \(z\) (bohr) | 2293.6 | 2299.8 |
| \(\delta\) (bohr) | 7.36 | 7.34 |

The fast mode is the electron cyclotron motion. The slow one, \(\omega_-=\sqrt{V_{xx}V_{yy}}/\mu\omega_+\), lies 2.3% below \(B/m_p=1.0892\times10^{-8}E_h\), since the Coulomb terms lower \(V_{xx}\) by twice what they add to \(V_{yy}\). The transverse widths bracket \(B^{-1/2}=223.6\) bohr, with the softer \(x\) direction wider, as (6) requires. The state is ten times longer than wide, yet rms \(z/s_0=0.048\).

The \(z\) spacing falls by \(9.5095\times10^{-8}-9.4569\times10^{-8}=5.26\times10^{-10}E_h\), of which the quartic term gives \(4.88\times10^{-10}\). The remaining \(0.38\times10^{-10}\) is dominated by relaxation. Because \(\omega_-\ll\omega_z\), the separation settles in the mean force of each \(z\) level, which changes the ground energy by \(-V_{xx}\delta^2/2\approx-5.4\times10^{-12}E_h\). For \(n=1\), \(\delta\) triples with \(\langle z^2\rangle\) and this energy grows ninefold, so the spacing falls by eight times the ground-state amount, \(0.43\times10^{-10}E_h\). This slightly overshoots the remainder. The fourth-order cross terms \((3\xi^2-\frac34y^2)z^2/s_0^5\) of \(-1/r\) raise the spacing by \((3\langle\xi^2\rangle-\frac34\langle y^2\rangle)\,2\langle z^2\rangle/s_0^5\approx0.05\times10^{-10}E_h\), which brings the estimate to \(0.38\times10^{-10}E_h\).

In (7), \(2293.6^2+220.13^2-2(227.25)^2=5.206\times10^6\) and \(s_0^4V_{xx}=1.0605\times10^6\), so \(\delta=1.5\times5.206/1.0605=7.36\) bohr. With the diagonalized value,
\[d=48007.2+7.3=48014.5\ ea_0=1.22\times10^5\ \text{debye},\]
so \(s_0\) alone is low by 0.015% of \(d\). The polarizability is \(1/V_{xx}=5.01\times10^{12}\) a.u. The binding energy, threshold minus level, is
\[(1.00054+2.03979-1.00526)\times10^{-5}=2.0351\times10^{-5}E_h=0.554\ \text{meV},\]
close to \(1/s_0=2.0830\times10^{-5}E_h\), because the Landau zero-point energy is nearly the same in the well and at the threshold. The remaining 2.3% is the centre-of-mass energy \(4.32\times10^{-7}E_h\) plus the \(z\) zero-point energy \(4.7\times10^{-8}E_h\).

For the threshold itself, \(\sqrt{\mu s_c}=144.7\) gives \(\Delta K_c/K_c=-1.73\times10^{-3}\), against \(-1.72\times10^{-3}\) from the numerically solved \(z\) problem. The slow-mode criterion, with \(Bs_c^2=8.77\times10^3\), gives \(\varepsilon\approx(6.05\times10^{-5})^{4/5}\approx4\times10^{-4}\), of opposite sign and smaller. At this field the two estimates change (4) at the level of \(10^{-3}\) of \(K_c\). Further digits are in the numerical output below.

## Calculated quantities

```
M = 1837.1527 m_e
mu = 0.99945568 m_e
gamma = 0.99891136 
B = 2e-05 a.u.
B = 4.701 T
K' = 1 a.u.
Kc = 0.628289 a.u.
kappa = 1.59162 
theta = 1.04261 rad
Ec = 6.83982e-09 a.u.
Ec = 3517.2 V/m
E = 1.08864e-08 a.u.
E = 5598 V/m
threshold speed Kc/M = 748.17 m/s
speed K'/M = 1190.8 m/s
sc = 20943 bohr
s0 = 48007.16 bohr
s0 = 2.5404 um
ss = 10828.2 bohr
K'/B = 50000 bohr
K'/B-M/K'^2 = 48162.8 bohr
K'/B-M/K'^2-2BM^2/K'^5 = 48027.8 bohr
sqrt(M/BK') = 9584.24 bohr
V(well) = -2.03979e-05 Eh
V(saddle) = 7.46929e-05 Eh
kappa with V(saddle)=0 = 1.25992 
drift 1/(B s0^2) = 47.462 m/s
B^2/M = 2.17728e-13 a.u.
Vxx = 1.99652e-13 a.u.
Vyy = 2.26766e-13 a.u.
Vzz = 9.0382e-15 a.u.
wc = 1.9989108e-05 Eh
Omega = 2.0010419e-05 Eh
B/mp = 1.08923e-08 Eh
w+: harmonic 1.999977e-05, numerical 1.999978e-05 Eh
w-: harmonic 1.06448e-08, numerical 1.064622e-08 Eh
wz: harmonic 9.509535e-08, numerical 9.456912e-08 Eh
E0-V(well): harmonic 1.005276e-05, numerical 1.005263e-05 Eh
quartic lowering of z spacing = 4.884e-10 Eh
quartic lowering of E0 = 1.221e-10 Eh
numerical w+, w-, wz = 131592, 70.049, 622.23 MHz
rms x: harmonic 227.25, numerical 227.24 bohr
rms y: harmonic 220.13, numerical 220.15 bohr
rms z: harmonic 2293.6, numerical 2299.8 bohr
B^(-1/2) = 223.61 bohr
rms z / s0 = 0.0479 
delta: formula 7.364, numerical 7.336 bohr
dipole = 48014.49 e a0
dipole = 1.2204e+05 debye
polarizability 1/Vxx = 5.0087e+12 a.u.
ionisation threshold B/2mu = 1.0005446e-05 Eh
binding energy = 2.03507e-05 Eh
binding energy = 0.55377 meV
relative shift of Kc by z zero point: formula -0.001728, numerical -0.001724
epsilon for one drift level (estimate) = 0.00042
```
